# Breit-Rosenthal and Bohr-Weisskopf corrections and the differential hyperfine anomaly

## Two isotopes, one electron

Take two isotopes of a heavy element and measure the magnetic hyperfine constant \(A\) of the same electronic level in each. If the nucleus were a point, \(A_1/A_2\) would equal the ratio \(g_1/g_2\) of the nuclear g factors. In fact the electron enters the nucleus, where it feels a spread-out charge and magnetization that differ between isotopes. The ratio is therefore

\[
\frac{A_1}{A_2}=\frac{g_1}{g_2}\,(1+\Delta),
\]

with \(\Delta\) the hyperfine anomaly. The question is whether \(\Delta\) can be found from hyperfine constants alone, with \(g_1/g_2\) unknown.

I use atomic units, \(c=1/\alpha\), and one electron in a central potential \(V\). The Dirac spinor has upper part \(P\Omega_\kappa/r\) and lower part \(iQ\Omega_{-\kappa}/r\), with \(\int(P^2+Q^2)dr=1\); \(\kappa=-1\) is \(s_{1/2}\) and \(\kappa=+1\) is \(p_{1/2}\). With the rest energy removed from \(E\),

\[
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P .
\]

**The coupling.** An electron of charge \(-e\) has the interaction \(ec\,\boldsymbol\alpha\cdot\mathbf A\). Write \(\mathbf A=(\mu_0/4\pi)\,F(r)\,\boldsymbol\mu\times\mathbf r/r^3\), where \(F=1\) for a point dipole. Since \(\boldsymbol\alpha\cdot(\boldsymbol\mu\times\mathbf r)=\boldsymbol\mu\cdot(\mathbf r\times\boldsymbol\alpha)\), we need the angular average of \(i\Omega_\kappa^\dagger(\hat{\mathbf r}\times\boldsymbol\sigma)_z\Omega_{-\kappa}\). For \(s_{1/2}\), \(\Omega_{1}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\Omega_{-1}\), and

\[
(\hat{\mathbf r}\times\boldsymbol\sigma)(\boldsymbol\sigma\cdot\hat{\mathbf r})
=i[\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\sigma)-\boldsymbol\sigma]
\;\to\; i(\tfrac13-1)\boldsymbol\sigma=-\tfrac{2i}{3}\boldsymbol\sigma .
\]

For spin up the average is \(i(-1)(-2i/3)=-2/3\). For \(p_{1/2}\) the two angular functions change places; complex conjugation gives \(+2/3\). Both equal \(\kappa m/[j(j+1)]\) at \(m=1/2\). The two cross terms of upper and lower parts supply a factor 2. With \(\mu_0/4\pi=\alpha^2\) and nuclear magneton \(1/(2m_p)\),

\[
A=g_I\frac{\alpha}{2m_p}\frac{\kappa}{j(j+1)}\;2\!\int_0^\infty\frac{PQ}{r^2}F\,dr .
\]

**The nuclear current.** A thin dipole current shell of radius \(r'\) gives \(\mathbf A\propto\boldsymbol\mu\times\mathbf r/r^3\) outside and \(\propto\boldsymbol\mu\times\mathbf r\) inside. Continuity at \(r'\) fixes \(F=(r/r')^3\) inside. For a distribution \(f(r')\) of moment over shells, \(\int f\,dr'=1\),

\[
F(r)=\int_0^r f\,dr'+r^3\int_r^\infty\frac{f}{r'^3}\,dr' .
\]

Spin magnetization \(\hat{\boldsymbol\mu}\,m(r)\) has current \(\nabla\times\mathbf M=-m'\,\hat{\boldsymbol\mu}\times\hat{\mathbf r}\), whose moment \(\tfrac12\int\mathbf r\times\mathbf j\,d^3r\) gives \(f=-(4\pi/3)r^3m'\). Integrating by parts,

\[
F=-\frac{4\pi}{3}\Big[r^3m-3\!\int_0^r\! r'^2m\,dr'-r^3m\Big]=4\pi\!\int_0^r\! r'^2m\,dr',
\]

the enclosed fraction. With \(x=r/R\), uniform magnetization gives \(F=x^3\) and is equivalent to a current on the surface. For \(m\propto1-x^2\), \(F=(5x^3-3x^5)/2\).

## First case: an s electron in a weak field

Let the charge be uniform in radius \(R\), so that \(V=-(Z/2R)(3-x^2)\) inside and \(-Z/r\) outside. Put \(\zeta=Z\alpha\), and let \(\zeta\) and \(ZR\) be small. Near the nucleus \(P\simeq pr\), and with \(E\) negligible beside \(V\) the second radial equation for \(\kappa=-1\) becomes

\[
(rQ)'=\frac{p\,r^2V}{c}.
\]

For a point charge \(rQ=-p\zeta r^2/2\), so \(PQ/r^2=-p^2\zeta/2\) is constant. For the uniform charge, integrate from zero inside and continue from the surface value outside. Relative to the point-charge value, \(PQ/r^2\) is

\[
x-\tfrac15x^3\quad(x<1),\qquad 1-\frac{1}{5x^2}\quad(x>1).
\]

Spreading the charge thus removes density from the hyperfine integral even for a point dipole. The loss, in units of \(R\) times the constant density, is

\[
\int_0^1\!\Big(1-x+\frac{x^3}{5}\Big)dx+\int_1^\infty\!\frac{dx}{5x^2}
=\frac{11}{20}+\frac15=\frac34 .
\]

To normalize it, take the nonrelativistic 1s state, \(P\propto re^{-Zr}\). There \(Q=(P'-P/r)/(2c)=-\zeta P/2\), so \(PQ/r^2\propto e^{-2Zr}\), and the full integral is the constant density times \(1/(2Z)\). The fractional Breit-Rosenthal loss is

\[
\delta=2ZR\cdot\tfrac34 .
\]

Next spread the magnetization uniformly as well. The additional loss is

\[
2ZR\int_0^1(1-x^3)\Big(x-\frac{x^3}{5}\Big)dx
=2ZR\Big(\frac12-\frac15-\frac1{20}+\frac1{35}\Big)=2ZR\cdot\frac{39}{140}.
\]

This is the Bohr-Weisskopf correction. The order of the two steps matters: with a point charge the same magnetization would have cost \(2ZR\int_0^1(1-x^3)dx=2ZR\cdot\frac34\). I therefore define, without approximation,

\[
A=A_{\rm pt}(1-\delta)(1-\varepsilon),\qquad
\varepsilon=\frac{\int(1-F)\,PQ\,r^{-2}dr}{\int PQ\,r^{-2}dr},
\]

where \(\delta\) is the loss with a point dipole, and \(\varepsilon\) is evaluated with the functions of the extended charge. The numerator of \(\varepsilon\) comes from inside the nucleus alone.

For \(Z=80\) and \(R=7.00\) fm \(=1.3228\times10^{-4}\,a_0\), \(2ZR=0.0212\), and these formulas give \(\delta=1.6\%\) and \(\varepsilon=0.6\%\). But \(\zeta=0.584\) is not small.

## Strong field: what s and p share

Close to a heavy nucleus \(|V|\) exceeds both \(|E|\) and \(2c^2\). At the centre \(2c^2/|V|=4Rc/(3\zeta)=0.041\) for the case above. Drop \(E\) and \(2c^2\):

\[
xP_x=-\kappa P+xv\,Q,\qquad xQ_x=\kappa Q-xv\,P,
\]

with \(v=\zeta(3-x^2)/2\) inside and \(\zeta/x\) outside. Replace \((P,Q,\kappa)\) by \((Q,-P,-\kappa)\): the pair of equations is unchanged. So \(s_{1/2}\) and \(p_{1/2}\) have the same \(PQ\) near the nucleus, up to one overall factor.

Outside, try \(P=\zeta r^\lambda\), \(Q=(\kappa+\lambda)r^\lambda\). The first equation holds, and the second demands \(\lambda^2=1-\zeta^2\equiv\gamma^2\). The general solution is

\[
\binom PQ=a\left[r^\gamma\binom{\zeta}{\kappa+\gamma}+\beta R^{2\gamma}r^{-\gamma}\binom{\zeta}{\kappa-\gamma}\right].
\]

A point nucleus has \(\beta=0\). For the extended one, let \(\rho=Q/P\) at \(x=1\), from the inner solution. Matching gives \(\zeta\rho(1+\beta)=\kappa+\gamma+\beta(\kappa-\gamma)\), hence

\[
\beta=\frac{\kappa+\gamma-\zeta\rho}{\zeta\rho-\kappa+\gamma}.
\]

Define \(u=PQ/[a^2\zeta(\kappa+\gamma)R^{2\gamma}]\). Multiplying out the two components,

\[
u=x^{2\gamma}+\frac{2\kappa\beta}{\kappa+\gamma}+\frac{\beta^2(\kappa-\gamma)}{\kappa+\gamma}x^{-2\gamma}\qquad(x>1).
\]

The point nucleus has \(u=x^{2\gamma}\). Let

\[
k_\kappa=\lim_{r\to0}\frac{PQ}{r^{2\gamma}}\Big/\int_0^\infty\frac{PQ}{r^2}\,dr\qquad\text{(point nucleus)}.
\]

The remaining corrections, from normalization and from the dropped \(E\) and \(2c^2\), vanish faster with \(R\) than the leading loss \(R^{2\gamma-1}\). Therefore, to leading order in \(R\),

\[
\delta=k_\kappa R^{2\gamma-1}D,\qquad D=\int_0^\infty\frac{x^{2\gamma}-u}{x^2}\,dx,
\]

\[
D=\frac1{2\gamma-1}-\int_0^1\!\frac{u}{x^2}dx-\frac{2\kappa\beta}{\kappa+\gamma}-\frac{\beta^2(\kappa-\gamma)}{(\kappa+\gamma)(2\gamma+1)} .
\]

By the same normalization,

\[
\varepsilon(1-\delta)=k_\kappa R^{2\gamma-1}G,\qquad G=\int_0^1(1-F)\frac{u}{x^2}dx .
\]

The factor \(1-\delta\) appears because \(\varepsilon\) is relative to the already reduced integral. By the symmetry, \(D\) and \(G\) are the same for \(s_{1/2}\) and \(p_{1/2}\).

**Check on the weak limit.** For \(\kappa=-1\), \(\zeta\to0\), the first case gives \(\rho=-2\zeta/5\), while \(\kappa+\gamma\to-\zeta^2/2\). Then \(\beta\to(-\tfrac12+\tfrac25)\zeta^2/2=-\zeta^2/20\), the third term of \(D\) becomes \(+\frac15\), and the last vanishes. With \(\int_0^1(x-x^3/5)dx=\frac9{20}\), \(D=1-\frac9{20}+\frac15=\frac34\), as before.

**Moments of the magnetization.** Inside, put \(v=v_0(1-x^2/3)\), \(v_0=3\zeta/2\), and for \(\kappa=-1\) expand

\[
P=x(1+p_2x^2),\quad Q=q_1x^2(1+q_2x^2).
\]

Equal powers give \(3q_1=-v_0\), \(2p_2=v_0q_1\) and \(5q_1q_2=-v_0(p_2-\frac13)\). Thus \(p_2=-v_0^2/6\), \(q_2=\frac35(p_2-\frac13)\), and

\[
\frac{u}{x^2}\simeq s\,x(1-c_2x^2),\qquad c_2=-(p_2+q_2)=\frac15+\frac{3\zeta^2}{5},
\]

where \(s\) is the slope at the centre. A shell at \(y=r'/R\) contributes \(\int_0^y x(1-x^3/y^3)dx=3y^2/10\), and the cubic term \(3y^4/28\). Hence

\[
G\simeq s\Big[\frac{3}{10}\langle x^2\rangle_f-\frac{3c_2}{28}\langle x^4\rangle_f\Big].
\]

For \(\zeta\to0\) and a surface shell this is \(\frac3{10}-\frac3{140}=\frac{39}{140}\), again the first result. At \(Z=80\) the two moments give \(G=0.268\) for uniform magnetization against 0.273 from the full inner solution, and 0.198 against 0.201 for the parabolic one.

## What distinguishes s from p

The factor \(k_\kappa\) depends on the whole orbital. It has a closed form for a threshold electron, \(E\to0\), in an unscreened Coulomb field. Now \(2c^2\) must be kept. With \(\theta=r\,d/dr\) the equations read

\[
(\theta+\kappa)P=(2cr+\zeta)Q,\qquad \zeta P=(\kappa-\theta)Q .
\]

Eliminating \(P\) and using \(\zeta c=Z\) gives \(\theta^2Q=(\gamma^2-2Zr)Q\). In \(y=\sqrt{8Zr}\), where \(\theta=\frac12y\,d/dy\), this is Bessel's equation of order \(2\gamma\). So, up to normalization, \(Q=\zeta J\) and \(P=(\kappa-\theta)J\), with \(J=J_{2\gamma}(y)\). Near the origin \(\theta J=\gamma J\), and

\[
PQ\to\zeta(\kappa-\gamma)\frac{(2Zr)^{2\gamma}}{\Gamma(2\gamma+1)^2}.
\]

For the integral, note that \(\int J\,\theta J\,r^{-2}dr=\frac12\int(J^2)'r^{-1}dr=\frac12\int J^2r^{-2}dr\); the boundary term vanishes because \(2\gamma>1\). Therefore

\[
\int\frac{PQ}{r^2}dr=\zeta\Big(\kappa-\frac12\Big)\int\frac{J^2}{r^2}dr
=\frac{Z\zeta(2\kappa-1)}{\gamma(4\gamma^2-1)} .
\]

The last step uses \(dr/r^2=16Z\,dy/y^3\) and the standard integral \(\int_0^\infty J_\mu^2y^{-3}dy=1/[4\mu(\mu^2-1)]\) at \(\mu=2\gamma\); direct quadrature of the complete integral confirms the result for both states. Dividing,

\[
k_\kappa=\frac{\kappa-\gamma}{2\kappa-1}\,K,\quad
K=\frac{(2Z)^{2\gamma}\gamma(4\gamma^2-1)}{Z\,\Gamma(2\gamma+1)^2},\qquad
\frac{k_s}{k_p}=\frac{1+\gamma}{3(1-\gamma)} .
\]

For \(\zeta\to0\), \(K\to3Z\) and \(k_s\to2Z\), the value found from the 1s state. Meanwhile \(k_p\to3Z\zeta^2/2\): the \(p_{1/2}\) electron reaches the nucleus mainly through its small component. In light atoms, however, the central ratio \(2c^2/|V|=4Rc/(3\zeta)\) is larger: 0.18 for \(Z=10\) and \(R=3.9\) fm. The neglected \(2c^2\) then raises the \(p_{1/2}\) density inside the nucleus, relative to \(k_p\), by a comparable fraction. The inner shape changes much less, but \(G\) is no longer common to the two states. \(D\) is hardly affected: the \(2c^2\) term adds nearly the same density for a point nucleus, so it drops out of the difference.

At \(Z=80\) the threshold ratio is 3.21. In the screened atom used below it is 3.46: screening lowers \(k_s\) by 0.9% and \(k_p\) by 8%. The ratio must therefore be computed in the atom's own potential. It depends little on the valence level: going to the next level of the same symmetry changes each \(k\) by less than 1% in this model.

## From ratios to the anomaly

Let \(S_i=R_i^{2\gamma-1}(D+G_i)\) for isotope \(i\), with the same charge profile in both. Since \((1-\delta)(1-\varepsilon)=1-\delta-\varepsilon(1-\delta)=1-k_\kappa S\),

\[
\Delta_\kappa=\frac{1-k_\kappa S_1}{1-k_\kappa S_2}-1=\frac{k_\kappa(S_2-S_1)}{1-k_\kappa S_2},
\qquad
\eta\equiv\frac{\Delta_s}{\Delta_p}=\frac{k_s}{k_p}\,\frac{1-k_pS_2}{1-k_sS_2}.
\]

The nuclear difference \(S_2-S_1\) has cancelled from \(\eta\) at this order. The unknown \(g_1/g_2\) cancels in the ratio of ratios, which defines the differential anomaly \(d\):

\[
1+d=\frac{A_1^s/A_2^s}{A_1^p/A_2^p}=\frac{1+\Delta_s}{1+\Delta_s/\eta}.
\]

Multiplying out, \(d=\Delta_s[1-(1+d)/\eta]\), so

\[
\Delta_s=\frac{d}{1-(1+d)/\eta}\simeq\frac{\eta}{\eta-1}\,d .
\]

For small anomalies \(d\simeq\Delta_s-\Delta_p\). If \(\eta\to1\) the two levels carry the same information and the method fails.

## A model atom with Z = 80

One valence electron moves in the nuclear field plus the fixed screening potential \((Z-1)(2t+r)/(t+r)^2\), \(t=0.4\,a_0\). Isotope 1 has \(R_1=7.00\) fm and uniform magnetization; isotope 2 has \(R_2=7.05\) fm and the parabolic form. Core polarization, correlation, the Breit interaction and radiative effects are left out. The 6s binding energy, 1.09 hartree, is a property of this model potential, and so are the absolute constants: \(A/g_I=81.8\) GHz for 6s and 20.4 GHz for 6p\(_{1/2}\) in isotope 1.

**Leading law against the full solution.** With \(R_1^{2\gamma-1}=3.807\times10^{-3}\), \(D=1.465\) and \(k_s=17.81\), in atomic units,

\[
\delta_s\simeq17.81\times3.807\times10^{-3}\times1.465=9.93\%,
\]

\[
\varepsilon_s\simeq\frac{17.81\times3.807\times10^{-3}\times0.273}{1-0.0993}=2.05\% .
\]

The full Dirac solution gives 10.12% and 2.00%. For \(p_{1/2}\), \(k_p=5.14\) leads to 2.87% and 0.550%, against 2.90% and 0.568%. The leading law is thus good to about 3% of each correction here. With the radius reduced a thousandfold, full and leading values agree within 0.01% for both states, which confirms the power of \(R\) and the common constants. Relative to the weak-field estimates, \(\delta_s\) has grown sixfold and \(\varepsilon_s\) more than threefold.

**The anomalies.** Use the full values for both isotopes:

\[
1+\Delta_s=\frac{(1-0.101168)(1-0.019965)}{(1-0.101625)(1-0.014763)},
\]

so \(\Delta_s=-0.477\%\). The charge factor alone contributes \(+0.05\%\) and the magnetization factor \(-0.53\%\). The same calculation for \(p_{1/2}\) gives \(\Delta_p=-0.135\%\), and \(\eta=3.524\).

**Recovery.** Now suppose that \(g_1/g_2=1.25\) is hidden and only the hyperfine ratios are known, 1.244033 for s and 1.248307 for p. Then

\[
d=\frac{1.244033}{1.248307}-1=-0.3424\%.
\]

A value of \(\eta\) is needed. The leading law, with \(S_2=6.37\times10^{-3}\), gives \(\eta=3.78\), 7% above the full 3.524, because its errors in \(\varepsilon_s\) and \(\varepsilon_p\) have opposite signs; it would recover \(|\Delta_s|\) about 2.6% too low. A better estimate comes from the full solution. If only the magnetization changes, \(\Delta_\kappa=(\varepsilon_2-\varepsilon_1)/(1-\varepsilon_2)\), and if \(\varepsilon_s/\varepsilon_p\) does not depend on the shape, \(\eta\) equals \(\varepsilon_s/\varepsilon_p\) times \((1-\varepsilon_{p,2})/(1-\varepsilon_{s,2})\), a factor of about \(1+\varepsilon_{s,2}-\varepsilon_{p,2}\), which is 1.011 here. It should be kept when \(\varepsilon\) is large: for \(\varepsilon_{s,2}=10\%\) it is 1.08, and omitting it would overestimate \(|\Delta_s|\) by about 3%. Dropping that factor, take \(\eta\simeq\varepsilon_s/\varepsilon_p=3.514\), calculated with uniform magnetization:

\[
\Delta_s=\frac{-0.3424\%}{1-0.99658/3.514}=-0.478\%,\qquad
\frac{g_1}{g_2}=\frac{1.244033}{1-0.00478}=1.25001 .
\]

Ignoring the anomaly would have given 1.2440, which is 0.5% too low. The recovered \(\Delta_s\) is off by 0.1% of itself. So close an agreement is partly accidental: the magnetization parts of the anomalies, \(-0.528\%\) and \(-0.1489\%\), have the ratio 3.55, and the charge part of opposite sign pulls the total down to 3.524, near the 3.514 used. This measures the consistency of the method within one model, not its accuracy for a real atom.

**How far \(\eta\) is universal.** The parabolic magnetization gives \(\varepsilon_s/\varepsilon_p=3.517\), so the shape hardly matters. A change of charge radius with a point dipole, which alters only the factor \(1-\delta\), gives 3.77, about 7% more than the magnetization value. (If an extended uniform magnetization is instead held fixed while the charge radius changes, \(\varepsilon\) changes too, and the ratio is 3.87.) The leading law makes no such distinction; the difference is a finite-radius effect. Had the anomaly come from the factor \(1-\delta\) alone, using 3.514 would have overestimated \(\Delta_s\) by the factor

\[
\frac{3.514/2.514}{3.773/2.773}=1.027 .
\]

More care is needed when the two contributions nearly cancel. Let the charge and magnetization parts have ratios \(\eta_c\) and \(\eta_m\). For small anomalies

\[
\eta=\frac{\eta_m\Delta_p^m+\eta_c\Delta_p^c}{\Delta_p^m+\Delta_p^c},
\]

which lies between \(\eta_m\) and \(\eta_c\) if the parts have equal signs. With opposite signs it lies outside that interval: in the model above \(\eta_m=3.55\) and \(\eta_c=3.77\), and \(\eta=3.524\) is below both. It diverges, with either sign, as the denominator passes through zero. The recovery does not diverge with it. If a fixed \(\eta_0\) is used, the error in \(\Delta_s\) for small anomalies is \([(\eta_m-\eta_0)\Delta_p^m+(\eta_c-\eta_0)\Delta_p^c]/(\eta_0-1)\), a few percent of the separate parts of \(\Delta_s\). With \(\eta_0=3.514\), the charge change above and a magnetization change that cancels it in \(\Delta_p\), this is about \(10^{-5}\), so \(g_1/g_2\) is still well determined. What is lost is the relative accuracy of the small net \(\Delta_s\); to obtain that, the two nuclear changes must be treated separately. The main computed values are listed in the numerical output.

## Numbers as computed

```
Z = 80, screening length = 0.4 a0
zeta = 0.58379, gamma = 0.81191, 2gamma-1 = 0.62381
charge radii R1, R2 = 7.00, 7.05 fm
R1 = 1.32281e-04 a0; R1^(2gamma-1) = 3.80665e-03 a0^(2gamma-1)
inner constant D = 1.46482
inner constant G uniform, parabolic = 0.27303, 0.20082
G from two moments, same order = 0.26755, 0.19828
inner slope of PQ/r^2 = 1.04242, c2 = 0.40449
threshold Coulomb k_s, k_p = 17.964, 5.594 a0^(1-2gamma)
threshold Coulomb k_s/k_p = 3.2110
6s: energy, point nucleus = -1.093327 hartree
6s: T, point nucleus = -5.329397 a0^-2
6s: k screened = 17.808 a0^(1-2gamma)
6s: small-R full/leading, delta and eps = 1.00007, 0.99997
6s: delta isotope 1, 2 = 10.1168, 10.1625 %
6s: delta isotope 1, leading law = 9.9297 %
6s: eps isotope 1, 2 = 1.9965, 1.4763 %
6s: eps isotope 1, leading law = 2.0549 %
6s: A/g_I isotope 1, 2 = 81840.587, 82233.120 MHz
6s: anomaly Delta = -0.47734 %
6s: A1/A2 with g factors = 1.2440332
6p1/2: energy, point nucleus = -0.709572 hartree
6p1/2: T, point nucleus = 1.212163 a0^-2
6p1/2: k screened = 5.142 a0^(1-2gamma)
6p1/2: small-R full/leading, delta and eps = 1.00003, 1.00003
6p1/2: delta isotope 1, 2 = 2.9011, 2.9142 %
6p1/2: delta isotope 1, leading law = 2.8671 %
6p1/2: eps isotope 1, 2 = 0.5681, 0.4198 %
6p1/2: eps isotope 1, leading law = 0.5502 %
6p1/2: A/g_I isotope 1, 2 = 20401.953, 20429.624 MHz
6p1/2: anomaly Delta = -0.13544 %
6p1/2: A1/A2 with g factors = 1.2483069
screened k_s/k_p = 3.4634
eta magnetization, uniform = 3.5144
eta magnetization, parabolic = 3.5169
eta charge radius = 3.7734
eta of total anomalies = 3.5243
differential anomaly d = -0.34236 %
Delta_s - Delta_p = -0.34190 %
recovered Delta_s = -0.47787 %
relative error of recovered Delta_s = 0.111 %
g1/g2 input = 1.250000, recovered = 1.250007
g1/g2 if anomaly is ignored = 1.244033
```
